\section*{Reduced Stiffness and Shear Anisotropy of a Traction-Free Cubic (001) Film}

\section*{Setting and conventions}

A homogeneous single-crystal film of cubic symmetry is bonded to a thick substrate. Its normal, axis 3, is along $[001]$; axes 1 and 2 are along $[100]$ and $[010]$. The upper surface carries no load. Strains are small and measured from the stress-free film. They do not vary along the plane, so the neighbourhood of an edge, a step or a surface ripple is excluded. Near a film edge the disturbance dies off slowly, roughly as the inverse distance: for a film as stiff as its substrate, an estimate that treats the film as a thin membrane leaves its stress normal to the edge about 7\% low at ten thicknesses from the edge and 3\% low at twenty.

The normal strains are $e_1,e_2,e_3$. The engineering shears are $\gamma_4=2e_{23}$, $\gamma_5=2e_{13}$ and $\gamma_6=2e_{12}$. The elastic energy per unit volume is
\begin{equation}
\begin{aligned}
W={}&\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)+C_{12}(e_1e_2+e_2e_3+e_3e_1)\\
&+\tfrac12C_{44}(\gamma_4^2+\gamma_5^2+\gamma_6^2),
\end{aligned}
\label{W}
\end{equation}
and each stress is the derivative of $W$ with respect to its strain. The crystal is stable, which means $C_{11}>|C_{12}|$, $C_{11}+2C_{12}>0$ and $C_{44}>0$. The bulk Zener ratio is
\begin{equation}
A=\frac{2C_{44}}{C_{11}-C_{12}},
\end{equation}
and $K=C_{11}-C_{12}$ is used as an abbreviation.

\section*{(a) The out-of-plane strains}

\textbf{Question.} The substrate fixes $e_1,e_2,\gamma_6$. Find $e_3,\gamma_4,\gamma_5$ throughout the film.

\textbf{Solution.} Without body forces, equilibrium requires $\partial_1\sigma_{i1}+\partial_2\sigma_{i2}+\partial_3\sigma_{i3}=0$. Nothing varies along the plane, so the first two terms vanish and $\sigma_{i3}$ is constant through the thickness. It is zero at the free surface, hence zero everywhere in the film, even though the lower face is bonded:
\begin{align}
0=\sigma_{23}&=C_{44}\gamma_4, \qquad 0=\sigma_{13}=C_{44}\gamma_5,\\
0=\sigma_{33}&=C_{11}e_3+C_{12}(e_1+e_2).
\end{align}
Since $C_{44}$ and $C_{11}$ are positive, division is allowed:
\begin{equation}
\gamma_4=\gamma_5=0,\qquad e_3=-\frac{C_{12}}{C_{11}}(e_1+e_2).
\label{e3}
\end{equation}
These conditions also make $W$ stationary in the three out-of-plane strains. As $W$ is a positive quadratic form, the stationary point is its minimum: the film chooses the normal strain that costs least energy.

\section*{(b) The reduced stiffness and its anisotropy}

\textbf{Question.} Write the in-plane stresses as $\sigma_a=\sum_bQ_{ab}e_b$ with $a,b=1,2,6$ and $e_6=\gamma_6$. Show that $2Q_{66}/(Q_{11}-Q_{12})=A$.

\textbf{Solution.} Put (\ref{e3}) into the first normal stress:
\begin{align}
\sigma_1&=C_{11}e_1+C_{12}e_2+C_{12}e_3\\
&=C_{11}e_1+C_{12}e_2-\frac{C_{12}^2}{C_{11}}(e_1+e_2)\\
&=\left(C_{11}-\frac{C_{12}^2}{C_{11}}\right)e_1+\left(C_{12}-\frac{C_{12}^2}{C_{11}}\right)e_2 .
\end{align}
Exchanging 1 and 2 gives $\sigma_2$, and $\sigma_6=C_{44}\gamma_6$. Therefore
\begin{equation}
Q_{11}=Q_{22}=C_{11}-\frac{C_{12}^2}{C_{11}},\quad
Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}},\quad Q_{66}=C_{44},
\label{Q}
\end{equation}
with $Q_{16}=Q_{26}=0$. The same amount is subtracted from $Q_{11}$ and $Q_{12}$, so it cancels in their difference:
\begin{equation}
Q_{11}-Q_{12}=C_{11}-C_{12},\qquad
\frac{2Q_{66}}{Q_{11}-Q_{12}}=\frac{2C_{44}}{C_{11}-C_{12}}=A .
\label{main}
\end{equation}
Within linear elasticity this is an identity; it does not need small $C_{12}$ or weak anisotropy.

There is a second road to $Q$. Invert the full $6\times6$ stiffness to obtain the compliance, keep its rows and columns 1, 2, 6 (the other stresses are zero), and invert that block. This was done numerically for 40 random stable crystals with $C_{11}$ between 50 and 300 GPa, $C_{12}/C_{11}$ between $-0.4$ and $0.9$, and $C_{44}$ between 10 and 200 GPa. The ratio from the inverted block differed from $A$ by at most $8.9\times10^{-16}$ of $A$, which is rounding error.

\section*{(c) What the free surface softens}

\textbf{Question.} Separate the film energy into independent modes. What changes if the surface is held by a spring instead of being free?

\textbf{Solution.} Let $S=e_1+e_2$ and $D=e_1-e_2$, so that $e_1^2+e_2^2=(S^2+D^2)/2$ and $e_1e_2=(S^2-D^2)/4$. The film energy is
\begin{align}
w&=\tfrac12Q_{11}(e_1^2+e_2^2)+Q_{12}e_1e_2+\tfrac12Q_{66}\gamma_6^2\\
&=\tfrac14(Q_{11}+Q_{12})S^2+\tfrac14(Q_{11}-Q_{12})D^2+\tfrac12Q_{66}\gamma_6^2\\
&=\tfrac14MS^2+\tfrac14KD^2+\tfrac12C_{44}\gamma_6^2,
\label{modes}
\end{align}
where the biaxial modulus is
\begin{equation}
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}>0 .
\end{equation}
The three modes are a change of area, a stretch along one cube axis with equal contraction along the other, and a shear of the cube axes. The last two leave the area unchanged to first order. By (\ref{e3}) they call for no normal strain, so freeing the surface cannot soften them. The anisotropy ratio compares these two modes.

Now let a spring resist the normal strain, $\sigma_{33}=-ke_3$ with $k\ge0$. The normal balance becomes $(C_{11}+k)e_3+C_{12}S=0$, and
\begin{equation}
e_3=-\frac{C_{12}}{C_{11}+k}S,\qquad
Q_{11}+Q_{12}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}+k}.
\end{equation}
The response is still proportional to $S$, so $Q_{11}-Q_{12}=K$ for every $k$. The limit $k=0$ is the free film, and $k\to\infty$ is a film whose thickness cannot change. Both have ratio $A$; unless $C_{12}=0$, they differ in the biaxial modulus.

\section*{(d) Turning the in-plane axes}

\textbf{Question.} What does the same ratio become in axes turned by an angle $\theta$ about the film normal?

\textbf{Solution.} With $c=\cos2\theta$ and $s=\sin2\theta$, rotation of the strain tensor leaves $S$ unchanged and gives
\begin{equation}
D'=cD+s\gamma_6,\qquad \gamma_6'=-sD+c\gamma_6 .
\end{equation}
The inverse is $D=cD'-s\gamma_6'$, $\gamma_6=sD'+c\gamma_6'$. Insert this into the last two terms of (\ref{modes}):
\begin{equation}
\begin{aligned}
\tfrac14KD^2+\tfrac12C_{44}\gamma_6^2={}&
\tfrac14(Kc^2+2C_{44}s^2)D'^2+\tfrac12(C_{44}c^2+\tfrac12Ks^2)\gamma_6'^2\\
&+(C_{44}-\tfrac12K)\,sc\,D'\gamma_6' .
\end{aligned}
\end{equation}
No product $SD'$ appears, so $Q_{11}'=Q_{22}'$. The coefficient of $D'^2$ is $(Q_{11}'-Q_{12}')/4$, and that of $\gamma_6'^2$ is $Q_{66}'/2$. Dividing through by $K$,
\begin{equation}
\frac{2Q_{66}'}{Q_{11}'-Q_{12}'}=\frac{A\cos^22\theta+\sin^22\theta}{\cos^22\theta+A\sin^22\theta}.
\label{rot}
\end{equation}
At $\theta=0$ this is $A$. At $45^\circ$, with axes along $\langle110\rangle$, it is $1/A$, because the two shear modes have exchanged names. Statement (\ref{main}) therefore needs its convention: the axes are the cube axes. For $A=1$ the right side is 1 at every angle and the cross term vanishes, so the film is isotropic in its plane.

\section*{(e) Young's moduli}

\textbf{Question.} Is $A$ also the ratio of Young's moduli along $[110]$ and $[100]$?

\textbf{Solution.} From (\ref{Q}), $\sigma_1+\sigma_2=M(e_1+e_2)$ and $\sigma_1-\sigma_2=K(e_1-e_2)$. For tension $\sigma$ along $[100]$, set $\sigma_1=\sigma$ and $\sigma_2=0$. Half the sum of $S=\sigma/M$ and $D=\sigma/K$ is $e_1$, hence
\begin{equation}
\frac1{E_{100}}=\frac1{2M}+\frac1{2K}.
\end{equation}
In axes turned by $45^\circ$ the cross term vanishes and $K$ is replaced by $2C_{44}$:
\begin{equation}
\frac1{E_{110}}=\frac1{2M}+\frac1{4C_{44}}.
\end{equation}
Using $2C_{44}=AK$,
\begin{equation}
\frac{E_{110}}{E_{100}}=\frac{1/M+1/K}{1/M+1/(AK)}=\frac{A(K+M)}{AK+M}.
\end{equation}
In a stable crystal $M/K=1+2C_{12}/C_{11}$ lies between 0 and 3, so for $A\neq1$ the quotient lies strictly between 1 and $A$. With $A$ held fixed it tends to 1 as $M/K\to0$ and to $4A/(A+3)$, not to $A$, as $M/K\to3$. A uniaxial test mixes the area mode with one shear mode, and so dilutes the shear anisotropy.

\section*{(f) A (111) film}

\textbf{Question.} Does the ratio survive for a film whose normal is $[111]$?

\textbf{Solution.} Take unit vectors $\mathbf x=(1,-1,0)/\sqrt2$ and $\mathbf y=(1,1,-2)/\sqrt6$ in the plane, and $\mathbf z=(1,1,1)/\sqrt3$ along the normal. With $H=C_{11}-C_{12}-2C_{44}$, the energy (\ref{W}) can be written as
\begin{equation}
W=\tfrac12C_{12}(\mathrm{tr}\,e)^2+C_{44}\sum_{ij}e_{ij}^2+\tfrac12H\sum_ae_{aa}^2,
\label{H}
\end{equation}
where $a$ runs over the cube axes. The first two terms are the same in any frame. The last depends on orientation.

Strain components now refer to the film axes. An in-plane shear $\gamma_6$ with an out-of-plane shear $\gamma_5$ has cube-axis strains $e_{aa}=\gamma_6x_ay_a+\gamma_5x_az_a$, that is,
\begin{equation}
(e_{aa})=(1,-1,0)\left(\frac{\gamma_6}{\sqrt{12}}+\frac{\gamma_5}{\sqrt6}\right),\quad
\sum_ae_{aa}^2=\tfrac16(\gamma_6+\sqrt2\,\gamma_5)^2 .
\end{equation}
The trace is zero and $\sum e_{ij}^2=(\gamma_5^2+\gamma_6^2)/2$. Hence
\begin{equation}
W=\tfrac12C_{44}(\gamma_5^2+\gamma_6^2)+\tfrac1{12}H(\gamma_6+\sqrt2\,\gamma_5)^2 .
\label{W111}
\end{equation}
The strains $e_3$ and $\gamma_4$ do not couple to $\gamma_6$: their cube-axis patterns, $(1,1,1)$ and $(1,1,-2)$, are orthogonal to $(1,-1,0)$. The stiffness at $\gamma_5=0$ is $C_{44}+H/6$. For a free surface, $\partial W/\partial\gamma_5=0$ gives
\begin{equation}
\gamma_5=-\frac{\sqrt2H/6}{C_{44}+H/3}\gamma_6 ,
\end{equation}
and substitution lowers the stiffness to
\begin{align}
Q_{66}&=C_{44}+\frac H6-\frac{H^2/18}{C_{44}+H/3}
=\frac{C_{44}(C_{44}+H/2)}{C_{44}+H/3}\\
&=\frac{3C_{44}(C_{11}-C_{12})}{2(C_{11}-C_{12}+C_{44})}.
\label{Q111}
\end{align}

For the other in-plane shear take $e_1=g$, $e_2=-g$, together with $\gamma_4$. The cube-axis strains are $(1,1,-2)(g/3+\gamma_4/\sqrt{18})$. Their squares sum to $(2g+\sqrt2\gamma_4)^2/6$, while $\sum e_{ij}^2=[(2g)^2+\gamma_4^2]/2$. This is (\ref{W111}) with $\gamma_6\to2g$ and $\gamma_5\to\gamma_4$. The patterns of $e_3$ and $\gamma_5$ are again orthogonal to it. The relaxed energy is therefore $\tfrac12Q_{66}(2g)^2$, and by definition it is also $\tfrac12(Q_{11}+Q_{22}-2Q_{12})g^2$. Equating them,
\begin{equation}
\frac{4Q_{66}}{Q_{11}+Q_{22}-2Q_{12}}=1 .
\end{equation}
For $Q_{11}=Q_{22}$ the left side is the ratio used before. The (111) film has equal in-plane shear stiffnesses whatever the bulk $A$. This follows from the threefold axis: in these axes the ratio is 1 with the out-of-plane strains clamped as well, so the free surface lowers both shear stiffnesses by the same factor. That the in-plane ratio equals $A$ is a property of the (001) orientation with cube axes. In orientations of lower symmetry the free surface can change the ratio itself: for a (110) film with axes $[001]$ and $[1\bar10]$ and the constants of part (g), it is $320/230=1.39$ clamped and $320/(230-30^2/190)=1.42$ free.

\section*{(g) Numerical example}

\textbf{Question.} Evaluate the results for $C_{11}=160$, $C_{12}=60$, $C_{44}=80$ GPa and a biaxial misfit strain of 1\%.

\textbf{Solution.} The bulk ratio is $A=160/100=1.6$. The elimination term is $60^2/160=22.5$ GPa, so
\begin{equation}
Q_{11}=137.5,\quad Q_{12}=37.5,\quad Q_{66}=80\ \text{GPa},\quad
\frac{2\times80}{137.5-37.5}=1.6 .
\end{equation}
The biaxial modulus falls from 220 GPa at fixed thickness to $M=175$ GPa with a free surface. The film stress is $175\times0.01=1.75$ GPa, and the normal strain is $-(60/160)\times2\%=-0.75\%$.

The ratio can be read as a measurement. Add strains $+0.1\%$ and $-0.1\%$ along the two cube axes: the stresses along them change by $\pm100\times0.001=\pm0.10$ GPa. Apply the same pair along the two $\langle110\rangle$ diagonals: the changes are $\pm2\times80\times0.001=\pm0.16$ GPa. Their quotient is 1.6. The Young's moduli are 127 GPa along $[100]$ and 167 GPa along $[110]$, with quotient 1.31.

For a (111) film of the same crystal, $H=-60$ GPa. The in-plane shear stiffness is 70 GPa with the out-of-plane strains clamped and 66.7 GPa with a free surface. Here the free surface does soften a shear mode.

\section*{(h) Where the result stops}

\textbf{Question.} How far does the misfit itself move the ratio for small additional strains? Set the example, with a thickness of 8 nm, beside real films.

\textbf{Solution.} Beyond linear elasticity the energy has cubic terms. Those needed here, with $\gamma_4=\gamma_5=0$, are
\begin{equation}
\begin{aligned}
W_3={}&\tfrac16C_{111}(e_1^3+e_2^3+e_3^3)+C_{123}e_1e_2e_3\\
&+\tfrac12C_{112}[e_1^2(e_2+e_3)+e_2^2(e_1+e_3)+e_3^2(e_1+e_2)]\\
&+\tfrac12[C_{144}e_3+C_{155}(e_1+e_2)]\gamma_6^2 ,
\end{aligned}
\end{equation}
where the strains are now Green strains. Let the misfit state be $e_1=e_2=e$, $e_3=z$, and add the probe $e_1=e+g$, $e_2=e-g$. Reversing $g$ exchanges axes 1 and 2, so $z$ changes at order $g^2$. As the energy is stationary in $z$, this changes the energy only at order $g^4$. The same holds for a probe $\gamma_6$. Fourfold symmetry thus still removes the elimination term. This argument and the form of $W_3$ hold for the cubic classes 432, $\bar43m$ and $m\bar3m$, which include the diamond and zinc-blende semiconductors. In the classes 23 and $m\bar3$ axes 1 and 2 cannot be exchanged, $C_{112}$ and $C_{113}$ differ, and $z$ changes at first order in $g$ in the strained film. Collecting the $g^2$ and $\gamma_6^2$ terms,
\begin{align}
(Q_{11}-Q_{12})_{\rm t}&=K+(C_{111}-C_{112})e+(C_{112}-C_{123})z,\\
(Q_{66})_{\rm t}&=C_{44}+2C_{155}e+C_{144}z ,
\end{align}
where t marks the tangent stiffness. Take the rough typical values $C_{111},C_{112},C_{123}=-800,-450,-60$ GPa and $C_{144},C_{155}=10,-300$ GPa. Zero normal stress then gives $z=-0.746\%$, and
\begin{align}
(Q_{11}-Q_{12})_{\rm t}&=100-3.5+2.9=99.4\ \text{GPa},\\
(Q_{66})_{\rm t}&=80-6.0-0.1=73.9\ \text{GPa}.
\end{align}
The tangent ratio is 1.49, which is 7\% below the unstrained $A$. Most of the shift comes from the $C_{155}$ term. These stiffnesses refer to Green strain. If true stress is used instead, and the added strain is measured from the strained film, two geometric effects enter: the change of shape multiplies both stiffnesses by about 1.03, and the film stress $\sigma$ adds $2\sigma$ to $Q_{11}-Q_{12}$ and $\sigma$ to $Q_{66}$. Together they raise the two stiffnesses by about 6\% and 5\%. Most of this cancels in the ratio, which becomes 1.47, or 8\% below $A$.

The parameters lie roughly in the regime of thin coherent epitaxial layers of semiconductors such as silicon, germanium and gallium arsenide, whose elastic constants are roughly 50 to 170 GPa and whose $A$ is between about 1.5 and 2. The misfit-induced change of the constants moves the ratio more than the miscut or the surface elasticity estimated below. These and other effects, with rough inputs, are as follows.

\begin{itemize}
\item \emph{Miscut.} Tilting the normal by $4^\circ$ about $[100]$ changes $4Q_{66}/(Q_{11}+Q_{22}-2Q_{12})$ from 1.600 to 1.597, or by $-0.2\%$.
\item \emph{Surface elasticity.} A surface modulus of 5 N/m spread over 8 nm is 0.6 GPa, or 0.8\% of $C_{44}$. If it stiffened that shear alone, the ratio would rise by this fraction.
\item \emph{Piezoelectricity.} In zinc-blende crystals $\gamma_6$ polarises the film along its normal. If no charge can flow to the faces, $Q_{66}$ becomes $C_{44}+e_{14}^2/\epsilon$ while $Q_{11}-Q_{12}$ is unchanged. For gallium arsenide, with $e_{14}\approx0.16$ C/m$^2$, $\epsilon\approx13\epsilon_0$ and $C_{44}\approx59$ GPa, the ratio rises by about 0.4\%.
\item \emph{Temperature.} Over 500 K, an expansion difference of $2\times10^{-6}$ K$^{-1}$ gives 0.1\% strain. This changes the film stress by 10\%, with a sign set by the materials. Softening of $10^{-4}$ K$^{-1}$ lowers the stiffnesses by 5\%. A softening common to all constants cancels in $A$; unequal softening changes film and bulk ratios together. For example, a 5\% fall of $C_{11}$ alone would raise both by about 9\%.
\item \emph{Dislocations.} They can relax the misfit $f$ and hence the stress. In an isotropic estimate with shear modulus $\mu$, the misfit force on a threading dislocation, $2\mu f\frac{1+\nu}{1-\nu}bh\cos\lambda$, is set equal to the line tension $\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}[\ln(h/b)+1]$, whose core term is a conventional choice. Here $\nu$ is Poisson's ratio, $h$ the film thickness, $b$ the length of the Burgers vector, $\beta$ the angle between that vector and the misfit dislocation line, and $\lambda$ its angle to the direction in the interface perpendicular to that line. The balance holds at the critical thickness $h=h_c$:
\begin{equation}
h_c=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)f\cos\lambda}\left[\ln\frac{h_c}{b}+1\right].
\end{equation}
For $b=0.4$ nm, $\nu=0.273$ and $\cos\beta=\cos\lambda=0.5$ this gives about 10 nm. (The equation has a second root, smaller than $b$, where the estimate has no meaning.) This value corresponds to $\mu=K/2=50$ GPa, which reproduces $M=175$ GPa in the misfit force; using $C_{44}=80$ GPa in the line tension alone would raise it to about 18 nm. The 8 nm film lies below it, but by a margin smaller than such an estimate can guarantee.
\end{itemize}

The 1.75 GPa is thus the linear-elastic stress of a fully coherent film at the reference temperature; the cubic terms change it by several per cent. The ratio 1.6 is its linear shear anisotropy, to be lowered by 7 to 8\% when small strains are added to a 1\% tensile misfit. A compressive misfit shifts the ratio upward instead, since the leading change is linear in the misfit. That range belongs to the third-order constants assumed here; a real material needs its own. The remaining digits are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
C11, C12, C44 = 160, 60, 80 GPa
misfit strain = 1.00 %
film thickness = 8.0 nm
elimination term C12^2/C11 = 22.50 GPa
Q11 = 137.50 GPa
Q12 = 37.50 GPa
Q66 = 80.00 GPa
Q11-Q12 = 100.00 GPa
bulk Zener ratio A = 1.6000
film ratio 2Q66/(Q11-Q12) = 1.6000
largest relative error, 40 random crystals = 8.9e-16
C11+C12 (normal strain clamped) = 220.00 GPa
biaxial modulus M = 175.00 GPa
normal strain = -0.750 %
film stress = 1.750 GPa
probe strain (+/-) = 0.10 %
probe stress, cube axes = 0.1000 GPa
probe stress, diagonal axes = 0.1600 GPa
probe stress ratio = 1.6000
film ratio in axes turned 45 deg = 0.6250
Young's modulus E100 = 127.27 GPa
Young's modulus E110 = 167.16 GPa
E110/E100 = 1.3134
(111) shear stiffness, clamped = 70.00 GPa
(111) shear stiffness, free = 66.67 GPa
(111) film ratio = 1.0000
C111, C112, C123 = -800, -450, -60 GPa
C144, C155, C456 = 10, -300, -60 GPa
third-order: normal strain = -0.746 %
third-order: tangent Q66 = 73.93 GPa
third-order: tangent Q11-Q12 = 99.41 GPa
third-order: tangent ratio = 1.4873
third-order: shift of ratio = -7.04 %
geometric terms, stress/C44 = 2.19 %
miscut angle = 4.0 deg
ratio with miscut = 1.5971
shift from miscut = -0.18 %
surface modulus = 5.0 N/m
surface elasticity relative to C44 = 0.78 %
temperature step = 500 K
expansion difference = 2.0e-06 1/K
thermal mismatch / misfit = 10.0 %
softening coefficient = 1.0e-04 1/K
thermal softening of stiffness = 5.0 %
Burgers vector length = 0.40 nm
Poisson ratio in dislocation estimate = 0.273
cosines (line, slip) = 0.50, 0.50
critical thickness estimate = 9.78 nm
\end{verbatim}
